# Ong's Hall area and its sign changes on a square lattice

## 1. Definitions and conventions

Electrons of charge \(-e\), with \(e>0\), occupy one two-dimensional band \(E(\mathbf k)\), with two spins per state. Their velocity is \(\mathbf v=\nabla_{\mathbf k}E/\hbar\). The magnetic field is \(B\hat{\mathbf z}\) with \(B>0\), and the conductivity is defined by \(j_i=\sum_j\sigma_{ij}E_j\), where \(E_j\) with an index is the electric field.

The Fermi line consists of closed curves, each followed along \(\hat{\mathbf z}\times\mathbf v\). Since \(\mathbf v\) points towards higher energy, filled states lie on the left. A line around a filled pocket runs counterclockwise, and one around an empty pocket runs clockwise.

Scattering is elastic, and its rates are equal in the two directions between any pair of states. Berry curvature is absent. The temperature is zero until section 8.

The **mean-free-path vector** \(\mathbf l(\mathbf k)\) is defined at zero field. With a relaxation time it is \(\mathbf l=\tau(\mathbf k)\mathbf v\); section 2 gives the general definition. As \(\mathbf k\) goes round the Fermi line, the tip of \(\mathbf l\) draws a closed curve with signed area

\[
A_l=\oint l_x\,dl_y=\frac12\oint(l_x\,dl_y-l_y\,dl_x).
\]

The two forms agree because \(\oint d(l_xl_y)=0\). Counterclockwise loops count as positive. Contributions from several Fermi curves are added. The statement to be proved is that, to first order in \(B\),

\[
\sigma_{xy}=-\frac{e^3B}{2\pi^2\hbar^2}A_l
=-\frac{e^2}{h}\,\frac{A_l}{\pi\ell_B^2}
=-\frac{2e^2}{h}\,\frac{BA_l}{h/e},
\qquad \ell_B^2=\frac{\hbar}{eB}.
\]

The last form counts the flux through the area in units of \(h/e\). Here \(\sigma_{xy}\) means the Hall part, antisymmetric in \(x,y\). A low-symmetry crystal can also have a symmetric part at \(B=0\); fourfold symmetry removes it.

## 2. The linear Boltzmann equation

Write \(f=f_0(E)+g\), with \(g\) linear in the electric field \(\mathbf E\). In a uniform steady state,

\[
\frac{d\mathbf k}{dt}\cdot\nabla_{\mathbf k}f=-Cg,
\qquad
\hbar\frac{d\mathbf k}{dt}=-e(\mathbf E+\mathbf v\times\mathbf B),
\]

where \(C\) is the collision operator. The electric force acting on \(f_0\) gives \(-e\,\mathbf E\cdot\mathbf v\,f_0'\). The magnetic force acting on \(f_0\) gives zero, because \((\mathbf v\times\mathbf B)\cdot\mathbf v=0\). Acting on \(g\), it gives the derivative \(dg/dt\) along the magnetic orbit. The electric force acting on \(g\) is second order in \(\mathbf E\) and is dropped. Hence

\[
\left(C+\frac{d}{dt}\right)g=(-f_0')(-e)\,\mathbf E\cdot\mathbf v .
\]

Collisions and magnetic motion both conserve energy, so \(f_0'\) passes through the operators. Setting \(g=(-f_0')(-e)\,\mathbf E\cdot\boldsymbol\Lambda\) leaves

\[
\left(C+\frac{d}{dt}\right)\boldsymbol\Lambda=\mathbf v .
\]

At \(B=0\) there is no magnetic motion, and the solution is \(\mathbf l\), defined by \(C\mathbf l=\mathbf v\). For a relaxation time, \(C=1/\tau\) and \(\mathbf l=\tau\mathbf v\).

## 3. The current as an integral over orbit time

The current is \(\mathbf j=-2e\int\mathbf v\,g\,d^2k/(2\pi)^2\). At zero temperature \(-f_0'=\delta(E-E_F)\), and \(d^2k=ds\,dE/(\hbar|\mathbf v|)\), with \(ds\) the length along a constant-energy line. Therefore

\[
\sigma_{ij}=\frac{e^2}{2\pi^2\hbar}\oint\frac{ds}{|\mathbf v|}\,v_i\Lambda_j .
\]

The magnetic force gives

\[
\frac{d\mathbf k}{dt}=-\frac{e}{\hbar}\mathbf v\times\mathbf B
=\frac{eB}{\hbar}\,\hat{\mathbf z}\times\mathbf v,
\qquad
ds=\frac{eB}{\hbar}|\mathbf v|\,dt .
\]

Electrons thus travel in the chosen direction of the Fermi line, and

\[
\sigma_{ij}=\frac{e^3B}{2\pi^2\hbar^2}\oint v_i\Lambda_j\,dt .
\]

## 4. First order in the field

Put \(\boldsymbol\Lambda=\mathbf l+\boldsymbol\Lambda^{(1)}+\dots\). Since \(d/dt\) is proportional to \(B\), the first-order equation is

\[
C\boldsymbol\Lambda^{(1)}=-\frac{d\mathbf l}{dt}.
\]

The next step needs \(C\) to be symmetric under the integral over \(t\). This is immediate for \(C=1/\tau(\mathbf k)\). For a general elastic process with a symmetric rate function \(W\),

\[
(Cg)(t)=\oint W(t,t')\,[g(t)-g(t')]\,dt',
\]

and multiplying by a function \(p\), integrating, and averaging with the same expression after \(t\leftrightarrow t'\) gives

\[
\oint p\,Cg\,dt=\frac12\oint\!\!\oint W(t,t')\,[p(t)-p(t')]\,[g(t)-g(t')]\,dt\,dt'.
\]

This is unchanged when \(p\) and \(g\) are exchanged. It follows that

\[
\oint v_x\Lambda^{(1)}_y dt
=\oint (Cl_x)\Lambda^{(1)}_y dt
=\oint l_x\,C\Lambda^{(1)}_y dt
=-\oint l_x\,\frac{dl_y}{dt}dt=-A_l .
\]

Inserting this in the formula for \(\sigma_{xy}\) proves the statement. Exchanging \(x\) and \(y\) reverses the sign of the area, so the first-order term is purely a Hall term.

The general operator gives zero on a constant, so two points need attention. The equations have solutions because \(\mathbf v\) and \(d\mathbf l/dt\) integrate to zero over a closed orbit: the first since \(\oint d\mathbf k=0\), the second since \(\mathbf l\) returns to its value. The constants left free in \(\mathbf l\) and \(\boldsymbol\Lambda^{(1)}\) do no harm, because shifting a closed curve preserves its area and \(\oint\mathbf v\,dt=0\).

For a relaxation time the expansion requires \(\tau|d\mathbf l/dt|\ll|\mathbf l|\). With \(ds/dt=|\mathbf v|/\ell_B^2\), this becomes \(|d\mathbf l/ds|\ll\ell_B^2\). It is a local condition and can fail first where the Fermi line bends sharply or where \(\tau\) varies quickly along it. In the example of section 8 at 5 T, the largest value of \(|d\mathbf l/ds|/\ell_B^2\) is 0.11 for \(r=0\), on the axis, and 0.08 for \(r=2\), between the axis and the diagonal.

## 5. What fixes the sign

From here on \(\mathbf l\) is parallel to \(\mathbf v\). If \(\theta\) is the direction of \(\mathbf v\),

\[
A_l=\frac12\oint|\mathbf l|^2\,d\theta .
\]

Convex parts of an electron-like line turn \(\mathbf v\) forward (counterclockwise). Concave parts turn it backward and subtract area. The total turn is \(2\pi\) whatever the shape, but each part is weighted by its own \(|\mathbf l|^2\).

**Constant \(|\mathbf l|\).** All weights are equal, so \(A_l=\pi l^2\) for one electron-like line and \(-\pi l^2\) for one hole-like line. In this case topology fixes the sign.

**Parabolic band.** The Fermi line is a circle of radius \(k_F\), and \(A_l=\pi l^2\). For a fourfold-symmetric line, averaging \(\sigma_{xx}\) and \(\sigma_{yy}\) in section 3 gives

\[
\sigma_{xx}=\frac{e^2}{4\pi^2\hbar}\oint|\mathbf l|\,ds
=\frac{e^2}{h}\,\frac{1}{2\pi}\oint|\mathbf l|\,ds ,
\]

which is \((e^2/h)k_Fl\) for the circle. The Hall coefficient is \(R_H=E_y/(j_xB)\) at \(j_y=0\). With \(\sigma_{yx}=-\sigma_{xy}\), the condition \(j_y=0\) gives \(E_y=(\sigma_{xy}/\sigma_{xx})E_x\), and \(j_x=\sigma_{xx}E_x\) to first order. So

\[
R_H=\frac{\sigma_{xy}}{\sigma_{xx}^2B}
=-\frac{(e^2/h)\,l^2\,e/\hbar}{(e^2/h)^2k_F^2l^2}
=-\frac{2\pi}{ek_F^2}=-\frac1{ne},
\qquad n=\frac{k_F^2}{2\pi}.
\]

**Constant \(\tau\).** Now \(\mathbf l=(\tau/\hbar)\nabla E\). With subscripts on \(E\) denoting derivatives with respect to \(k_x,k_y\), Stokes' theorem gives

\[
A_l=\frac{\tau^2}{\hbar^2}\oint E_x\,dE_y
=\frac{\tau^2}{\hbar^2}\int_{\rm filled}\left(E_{xx}E_{yy}-E_{xy}^2\right)d^2k .
\]

The third derivatives produced by the curl cancel. Filled regions where the band is saddle-shaped subtract. A full band gives zero, since it has no Fermi line.

## 6. Curvature on the square lattice

Take lattice constant \(a\), and let \(X=\cos k_xa\), \(Y=\cos k_ya\):

\[
E=-2t(X+Y)-4t'XY=-2t(X+Y+\lambda XY),\qquad \lambda=\frac{2t'}{t}.
\]

First let \(t'=0\) with constant \(\tau\). Moving \(\mathbf k\) by \((\pi/a,\pi/a)\) reverses \(E\) but leaves the determinant above unchanged. Its integral over \(E<-\mu\) therefore equals that over \(E>\mu\), which is minus that over \(E<\mu\), because the full zone gives zero. So \(A_l(-\mu)=-A_l(\mu)\), and the Hall conductivity vanishes at half filling.

Now let \(t>0\) and \(-1<\lambda<0\). The Fermi line obeys \(X+Y+\lambda XY=c\), with \(c=-\mu/2t\), or equivalently

\[
(1+\lambda X)(1+\lambda Y)=1+\lambda c .
\]

The logarithm of the left side is \(F=G(k_x)+G(k_y)\), with \(G(k)=\ln(1+\lambda\cos ka)\). It increases with energy, so \(\nabla F\) is parallel to \(\mathbf v\). Along \(d\mathbf k\propto(-F_y,F_x)\), the turn of \(\mathbf v\) has the sign of

\[
F_x\,dF_y-F_y\,dF_x\ \propto\ F_{yy}F_x^2+F_{xx}F_y^2 .
\]

In units \(a=1\), \(G'=-\lambda\sin k/(1+\lambda\cos k)\) and \(G''=-\lambda(\cos k+\lambda)/(1+\lambda\cos k)^2\). The sum is then a positive factor, containing \(-\lambda^3\), times

\[
N=(X+\lambda)(1-Y^2)+(Y+\lambda)(1-X^2).
\]

With \(S=X+Y\) and \(XY=(c-S)/\lambda\), expansion gives

\[
\begin{aligned}
N&=S+2\lambda-SXY-\lambda(S^2-2XY)\\
&=2(\lambda+c)-S\left(1+\frac c\lambda\right)+\left(\frac1\lambda-\lambda\right)S^2 .
\end{aligned}
\]

The coefficient of \(S^2\) is negative, so \(N\) is a concave function of \(S\), and its minimum on an interval lies at an end. Between the axis \(k_y=0\) and the diagonal \(k_x=k_y\), \(X\) rises while \(Y\) falls, and \(S\) changes monotonically, since \(dS=-\lambda\,d(XY)\) gives \(dS=\lambda(X-Y)\,dX/(1+\lambda X)\) with \(X<Y\). The ends are thus the axis and the diagonal:

\[
N_{\rm axis}=(1+\lambda)(1-X^2)>0,\qquad
N_{\rm diag}=2(X+\lambda)(1-X^2).
\]

As the band fills, concavity begins on the diagonal when \(X=Y=-\lambda\), at

\[
\mu_c=8t'-\frac{16t'^3}{t^2}.
\]

## 7. Why the sign changes before the topology does

The line changes from electron-like to hole-like at the saddle energy \(E(\pi/a,0)=4t'\). There \(c=-\lambda\), the first two terms of \(N\) vanish, and

\[
N=-\frac{1-\lambda^2}{|\lambda|}S^2\le0 .
\]

Every arc turns \(\mathbf v\) backward. The forward turns have shrunk into the corners, where \(S=0\) and \(\mathbf v=0\). With finite \(\tau\) these corners sweep no area, so \(A_l<0\).

Near the band bottom \(A_l>0\). For constant \(\tau\), \(A_l\) is continuous in \(\mu\), being an integral over filled states. It must therefore vanish below the saddle energy, while the Fermi line is still electron-like. With constant \(|\mathbf l|\) the corners keep full weight, and the sign switches at the saddle energy itself. The difference comes from the scattering, since the band is the same.

For numbers, take \(t=0.25\) eV, \(t'=-0.05\) eV, \(a=0.38\) nm and constant \(\tau=100\) fs. Then \(\lambda=-0.4\), the saddle lies at \(-0.200\) eV, and \(\mu_c=-0.400+0.032=-0.368\) eV. Finding the Fermi line by bisection along rays and integrating numerically gives the areas below. Holes per cell are counted from half filling.

| \(\mu\) (eV) | Holes per cell | \(A_l\) (nm²) |
|---|---:|---:|
| −0.40 | 0.528 | 1250 |
| −0.30 | 0.377 | 760 |
| −0.25 | 0.288 | 242 |
| −0.21 | 0.201 | −454 |
| −0.19 | 0.140 | −1068 |

The zero is at \(\mu=-0.2334\) eV, or 0.255 holes per cell, 33 meV below the saddle. A scan of the band in steps of 20 meV shows one sign change.

## 8. A sign change made by scattering alone

Hold \(\mu=-0.25\) eV and the Fermi line fixed, and let

\[
\frac1{\tau(\mathbf k)}=\frac1{\tau_0}\left[1+r\left(\frac{X-Y}{2}\right)^2\right],\qquad \tau_0=100\ {\rm fs}.
\]

Scattering is strengthened near the axes, where \(\mathbf v\) turns forward, and is unchanged on the diagonals, where it turns backward. Round the whole line \(\mathbf v\) turns forward by 393.5° and backward by 33.5°, leaving 360°. On the diagonal \(|\mathbf l|=35.2\) nm. On the axis it is 9.6 nm for \(r=0\), where \(X=-0.833\). For \(r=2\) it is divided by \(1+2(0.917)^2=2.68\), giving 3.6 nm. The swept areas are

\[
\begin{aligned}
r=0:&\quad A_l=572.6-331.1=241.5\ {\rm nm^2},\\
r=2:&\quad A_l=96.0-263.9=-167.9\ {\rm nm^2}.
\end{aligned}
\]

At \(r=0\) a backward turn of 33.5° removes more than half the forward area, because it occurs where \(|\mathbf l|\) is long. The area passes through zero at \(r=0.49\).

At \(B=5\) T, \(\ell_B^2=131.6\) nm². With \(e^2/h=38.7\) μS, the first case gives

\[
\sigma_{xy}=-38.7\ {\rm \mu S}\times\frac{241.5}{\pi\times131.6}=-22.6\ {\rm \mu S}.
\]

The second gives \(+15.7\) μS. The longitudinal values are 6.13 and 4.31 mS, so \(R_H=-0.12\) and \(+0.17\) m²/C. The carrier-count estimate \(-1/(ne)\), with 0.712 electrons per cell, is \(-1.27\) m²/C. Here \(R_H\) measures neither the density nor the topology. A common change of \(\tau_0\) leaves \(R_H\) unaltered, since \(\sigma_{xy}\) and \(\sigma_{xx}^2\) both scale as \(\tau_0^2\).

**Neglected effects.**

- *Finite field.* Solving the equation of section 2 numerically along the orbit at 5 T gives \(-23.3\) and \(+15.2\) μS, 3% and 4% from the weak-field values.
- *Temperature.* Averaging the area with \(-f_0'\) at 20 K, with \(\mu\) and the scattering law fixed, changes it by less than 0.5%.
- *Lifetime broadening.* A finite lifetime mixes in energies on both sides of \(\mu\), over a width of about \(\hbar/2\tau\). On the axis this is 3.3 meV for \(r=0\) and 8.8 meV for \(r=2\). Shifting \(\mu\) one way by this amount moves the area by about 18% and 29%, which shows how sensitive the area is to \(\mu\). The mean of the two shifted areas differs from the area at \(\mu\) by less than 0.5%, but how well shifts up and down cancel depends on the line shape. Weighting the area with a single Lorentzian of half-width \(\hbar/2\tau(\mathbf k)\) changes its magnitude by \(-18\%\) for \(r=0\) and \(+11\%\) for \(r=2\), because the tails reach past the saddle, where the area is large and negative. In the Kubo formula without vertex corrections the Hall term carries the cube of the Lorentzian, whose tails are short; with that weight the changes are 0.1% and 0.2%. The Zeeman shift, 0.29 meV, is smaller than either width and has opposite signs for the two spins.
- *Magnetic breakdown.* Electrons may tunnel between Fermi lines in neighbouring zones. In a field \(k_x\) and \(k_y\) have a commutator of size \(1/\ell_B^2\), which plays the part of \(\hbar\) in the semiclassical tunnelling exponent \(2\ell_B^2\int|{\rm Im}\,k_y|\,dk_x\). The probability is about \(10^{-275}\). It grows as \(\mu\) nears the saddle, where the barrier closes.

**Beside a real material.** These are rough parameters for a heavily hole-doped copper-oxide plane in its normal state. The lattice constant is typical; the hopping energies are effective values that differ between compounds. A lifetime of 100 fs is long and supposes a clean, cold crystal. The result depends strongly on the assumed form of \(\tau(\mathbf k)\): going from \(r=0\) to \(r=2\) moves \(R_H\) by 0.29 m²/C and reverses its sign. Superconductivity, motion between planes, and correlations beyond a band with a lifetime are left out, so these numbers illustrate the mechanism and do not predict a given compound.

All numerical values are calculated from the stated model.
